\section*{Filter functions and pulse-protected coherence in Ornstein-Uhlenbeck noise}

\section{From a frozen offset to the filter function}

\subsection{One spin with a frozen frequency offset}

Take a spin one-half whose precession frequency is slightly wrong by an amount $\beta$ that stays constant during one run but differs from run to run. Its Hamiltonian is
\begin{equation}
H=\frac{\hbar}{2}(\Omega+\beta)\sigma_z ,
\end{equation}
where $\Omega$ is the known static splitting, or the remaining detuning in a rotating frame. Both $\Omega$ and $\beta$ are angular frequencies. The spin starts in $(|{\uparrow}\rangle+|{\downarrow}\rangle)/\sqrt2$. After a time $T$ its amplitudes are
\begin{equation}
a_\uparrow=\frac{e^{-i(\Omega+\beta)T/2}}{\sqrt2},\qquad
a_\downarrow=\frac{e^{+i(\Omega+\beta)T/2}}{\sqrt2},
\end{equation}
so the normalized coherence of this run is $2a_\uparrow a_\downarrow^*=e^{-i(\Omega+\beta)T}$. Nothing has decayed yet: the modulus is one. Decay appears on averaging over runs. Let $\beta$ be Gaussian with zero mean and variance $b^2$. Completing the square,
\begin{equation}
-\frac{\beta^2}{2b^2}-i\beta T=-\frac{(\beta+ib^2T)^2}{2b^2}-\frac{b^2T^2}{2},
\end{equation}
and the shifted Gaussian still integrates to one. The modulus of the averaged coherence, called $W$ from here on, is therefore
\begin{equation}
W=e^{-b^2T^2/2}.
\label{eq:frozen}
\end{equation}
Define a decay time by $W=e^{-1}$. Here it is $\sqrt2/b$. For the round value $b=10^6$ rad/s this is $1.414\ \mu$s.

Now apply a $\pi$ pulse at $T/2$. An ideal pulse about the $x$ axis acts as $-i\sigma_x$: it exchanges the two amplitudes, and the common factor $-i$ drops out of $a_\uparrow a_\downarrow^*$. Let $\theta_1$ and $\theta_2$ be the precession angles gathered in the first and second halves. Before the pulse the coherence is $e^{-i\theta_1}$. The exchange turns it into its complex conjugate $e^{+i\theta_1}$, and the second half multiplies it by $e^{-i\theta_2}$. The result is
\begin{equation}
2a_\uparrow a_\downarrow^*=e^{-i(\theta_2-\theta_1)} .
\end{equation}
For a frozen offset $\theta_1=\theta_2$ and the coherence returns completely. An echo can lose coherence in this model only if $\beta$ changes during the run.

The simplest change is a steady drift, $\beta(t)=\beta_0+vt$. The constant part cancels and
\begin{equation}
\theta_2-\theta_1=v\left[\int_{T/2}^{T}t\,dt-\int_0^{T/2}t\,dt\right]
=v\left[\frac{3T^2}{8}-\frac{T^2}{8}\right]=\frac{vT^2}{4}.
\end{equation}
If $v$ is Gaussian with zero mean, the integral already done gives
\begin{equation}
W=\exp\left(-\frac{\langle v^2\rangle T^4}{32}\right).
\label{eq:drift}
\end{equation}
The exponent grows as $T^4$, not $T^3$. A steady drift with Gaussian $v$ therefore cannot give a cubic law. Noise that moves like a random walk can, as the Ornstein-Uhlenbeck example below shows.

\subsection{Any time dependence and any number of pulses}

Let $\beta(t)$ now be a classical random function, and let $N$ pulses divide the run into $N+1$ intervals with precession angles $\theta_1,\dots,\theta_{N+1}$. Write the coherence as $e^{-i\Phi}$. Between pulses $\Phi$ grows at the rate $\Omega+\beta$; at each pulse $\Phi\to-\Phi$. Hence $\theta_j$ is reversed by all the pulses that follow it, which number $N+1-j$:
\begin{equation}
\Phi(T)=\sum_{j=1}^{N+1}(-1)^{N+1-j}\theta_j .
\end{equation}
Multiplying by $(-1)^N$ makes the first sign positive. This at most conjugates the coherence and leaves its modulus alone. With a switching function $y(t)$ that starts at $+1$ and changes sign at each pulse,
\begin{equation}
(-1)^N\Phi(T)=\Omega\int_0^Ty\,dt+\varphi,\qquad
\varphi=\int_0^Ty(t)\beta(t)\,dt .
\label{eq:phase}
\end{equation}

The Carr-Purcell-Meiboom-Gill (CPMG) timing puts pulse $k$ at
\begin{equation}
t_k=\frac{(2k-1)T}{2N},\qquad k=1,\dots,N .
\end{equation}
Set $\tau=T/N$. The run then consists of $N$ cells of length $\tau$, each with a pulse at its centre. In every cell $y$ has one sign for $\tau/2$ and the other for $\tau/2$, so $\int_0^Ty\,dt=0$ and the static splitting disappears. The Hahn echo is $N=1$. For free decay, $N=0$, the factor $e^{-i\Omega T}$ survives but has modulus one.

The assumptions so far are that the noise acts along $\sigma_z$ alone, so there is no energy relaxation; that the pulses are instantaneous and free of error; and that the bath is not influenced by the spin. The last one deserves care for an electron spin among nuclei. The nuclei feel the electron's hyperfine field, and where their motion depends appreciably on the electron state, a classical $\beta(t)$ may be an inadequate description.

\subsection{The Gaussian average}

Assume that $\beta$ is a stationary Gaussian process with zero mean and correlation function
\begin{equation}
C(t)=\langle\beta(t)\beta(0)\rangle=C(-t).
\end{equation}
This is reasonable when $\beta$ is the sum of many weak, nearly independent contributions from bath spins. It is doubtful when one neighbour dominates.

The phase $\varphi$ is a limit of weighted sums of jointly Gaussian variables $\beta(t_i)$, so it is itself Gaussian with zero mean. The integral behind Eq.~\eqref{eq:frozen}, with $\beta T$ replaced by $\varphi$, gives
\begin{equation}
W=\langle e^{-i\varphi}\rangle=e^{-\chi},\qquad \chi=\tfrac12\langle\varphi^2\rangle .
\end{equation}
Squaring Eq.~\eqref{eq:phase} and averaging under the integrals,
\begin{equation}
\chi=\frac12\int_0^T\!dt\int_0^T\!dt'\,y(t)y(t')C(t-t').
\label{eq:time}
\end{equation}

Two limits show what this contains. For frozen noise $C=b^2$ and $\chi=\frac12b^2(\int y\,dt)^2$. That is $b^2T^2/2$ without pulses and zero with CPMG pulses, as before. For white noise $C(t)=S_0\delta(t)$, and since $y^2=1$,
\begin{equation}
\chi=\frac{S_0}{2}\int_0^Ty^2\,dt=\frac{S_0T}{2}
\label{eq:white}
\end{equation}
for every $N$. Noise without memory cannot be refocused, because what happens after a pulse is unrelated to what happened before it.

\subsection{The same exponent as a frequency integral}

Define the two-sided spectrum and its inverse by
\begin{equation}
S(\omega)=\int_{-\infty}^{\infty}C(t)e^{i\omega t}dt,\qquad
C(t)=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}S(\omega)e^{-i\omega t},
\end{equation}
and let $Y(\omega)=\int_0^Ty(t)e^{i\omega t}dt$. Insert the second relation, at argument $t-t'$, in Eq.~\eqref{eq:time}. The integral over $t$ gives $Y^*(\omega)$ because $y$ is real, and the integral over $t'$ gives $Y(\omega)$:
\begin{equation}
\chi=\frac12\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}S(\omega)|Y(\omega)|^2 .
\label{eq:fullfreq}
\end{equation}
Both $S$ and $|Y|^2$ are even in $\omega$, since $C$ is even and $y$ is real. The integral is twice its positive half, so
\begin{equation}
\boxed{\chi=\int_0^\infty\frac{d\omega}{\pi}\,S(\omega)\frac{F_N(\omega T)}{\omega^2},\qquad
F_N=\frac{\omega^2}{2}|Y(\omega)|^2 .}
\label{eq:filter}
\end{equation}
The bath enters through $S$ and the pulse sequence through $F_N$. The factors of 2 and $\pi$ belong together: another convention for $S$ or $F_N$ moves them about.

\subsection{Filter functions for free decay, echo and CPMG}

Without pulses $Y=(e^{i\omega T}-1)/(i\omega)$. Using $|1-e^{ix}|^2=4\sin^2(x/2)$,
\begin{equation}
F_0=2\sin^2\frac{\omega T}{2}.
\end{equation}

With pulses, number the cells $j=1,\dots,N$. Cell $j$ starts at $(j-1)\tau$ with sign $(-1)^{j-1}$. Put $p=e^{i\omega\tau/2}$. One cell, apart from its starting phase and sign, contributes
\begin{equation}
\frac{(p-1)-(p^2-p)}{i\omega}=-\frac{(1-p)^2}{i\omega}.
\end{equation}
Adding the cells produces a geometric series with ratio $-e^{i\omega\tau}$:
\begin{equation}
Y=-\frac{(1-p)^2}{i\omega}\sum_{j=1}^{N}(-e^{i\omega\tau})^{j-1}
=-\frac{(1-p)^2}{i\omega}\,\frac{1-(-1)^Ne^{i\omega T}}{1+e^{i\omega\tau}} .
\end{equation}
Now take the squared modulus. The first factor gives $|1-p|^4=16\sin^4(\omega\tau/4)$, and the denominator gives $4\cos^2(\omega\tau/2)$. The numerator gives $4R_N$, where $R_N=\sin^2(\omega T/2)$ for even $N$ and $\cos^2(\omega T/2)$ for odd $N$. Hence
\begin{equation}
F_N=8\sin^4\!\left(\frac{\omega T}{4N}\right)\frac{R_N}{\cos^2(\omega T/2N)},\qquad N\ge1 .
\label{eq:FN}
\end{equation}
For $N=1$ the cosines cancel, leaving $F_1=8\sin^4(\omega T/4)$.

At low frequency $F_1\simeq\omega^4T^4/32$. If the whole spectrum lies at $\omega T\ll1$, Eq.~\eqref{eq:filter} becomes
\begin{equation}
\chi\simeq\frac{T^4}{32}\int_0^\infty\frac{d\omega}{\pi}\,\omega^2S(\omega)
=\frac{T^4}{32}\langle\dot\beta^2\rangle ,
\label{eq:smooth}
\end{equation}
which is the drift result \eqref{eq:drift} with $v=\dot\beta$. The last integral also shows how this result can fail. If $S$ falls only as $\omega^{-2}$, the integral diverges, $\dot\beta$ has no finite variance, and the expansion in $\omega T$ may not be used under the integral.

\subsection{Many pulses select odd harmonics}

The denominator of Eq.~\eqref{eq:FN} vanishes at $\omega_k=k\pi/\tau$ with $k$ odd. Put $\omega=\omega_k+\delta$. For either parity of $N$ the numerator becomes $R_N=\sin^2(\delta T/2)$, while the denominator becomes $\sin^2(\delta\tau/2)\simeq(\delta\tau/2)^2$. At the peak $\sin^4(\omega_k\tau/4)=1/4$. Thus
\begin{equation}
F_N\simeq\frac{8\sin^2(\delta T/2)}{\tau^2\delta^2},\qquad
\int_{-\infty}^{\infty}F_N\,d\delta\simeq\frac{8}{\tau^2}\,\frac{\pi T}{2}=\frac{4\pi T}{\tau^2},
\end{equation}
where $\int\sin^2(ax)\,x^{-2}dx=\pi a$ was used for $a>0$. The peak has a width of order $2\pi/T$. If $N$ is large and $S$ varies little over this width, each peak acts as a delta function of the stated area. Between the peaks $F_N$ is small only against the peak height $2N^2$; near $\omega\tau=2\pi$, for instance, it oscillates between zero and about 8, so the noise there, above all below the first peak, must not be so strong that it outweighs the peaks. Under these conditions the peaks alone determine $\chi$. Dividing by $\pi\omega_k^2=\pi^3k^2/\tau^2$,
\begin{equation}
\chi\simeq T\sum_{k=1,3,5,\dots}\frac{4}{\pi^2k^2}\,S\!\left(\frac{k\pi}{\tau}\right).
\label{eq:comb}
\end{equation}
For white noise the sum $\sum_{k\,\mathrm{odd}}k^{-2}=\pi^2/8$ returns $\chi=S_0T/2$, in agreement with Eq.~\eqref{eq:white}. Pulses help when they move the sampled frequency $\pi/\tau$ to where the bath has less noise.

\section{Ornstein-Uhlenbeck noise: the cubic echo and the two-thirds law}

\subsection{Symbols and results carried over}

A run lasts a time $T$ and contains $N$ ideal $\pi$ pulses, with cells of length $\tau=T/N$ and a pulse at the centre of each. The switching function $y(t)=\pm1$ starts at $+1$ and changes sign at every pulse. For Gaussian frequency noise $\beta(t)$ with correlation function $C$ and two-sided spectrum $S$, the coherence is $W=e^{-\chi}$, with
\begin{equation}
\chi=\frac12\iint_0^T y(t)y(t')C(t-t')\,dt\,dt'
=\frac12\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}S(\omega)|Y(\omega)|^2 ,
\label{eq:recall}
\end{equation}
where $Y$ is the Fourier integral of $y$. The time $T_2$ is defined by $\chi(T_2)=1$, whatever the shape of the decay.

\subsection{The noise and its free decay}

Ornstein-Uhlenbeck noise is the stationary Gaussian process with
\begin{equation}
C(t)=b^2e^{-|t|/\tau_c},\qquad
S(\omega)=2b^2\int_0^\infty e^{-t/\tau_c}\cos\omega t\,dt=\frac{2b^2\tau_c}{1+\omega^2\tau_c^2}.
\end{equation}
Here $b$ is the rms frequency deviation and $\tau_c$ the correlation time. The mean square change in a short time $t$ is
\begin{equation}
\langle[\beta(t)-\beta(0)]^2\rangle=2b^2(1-e^{-t/\tau_c})\simeq\frac{2b^2t}{\tau_c}.
\end{equation}
It grows as $t$, like the displacement in a random walk. A smooth drift would give $t^2$. This is a model of a bath in which many small, sudden flips add up.

For a single interval of length $h$ with $y=1$, the double integral depends on $s=|t-t'|$ alone:
\begin{equation}
J(h)=\int_0^h(h-s)b^2e^{-s/\tau_c}ds
=b^2\tau_c^2\left(\frac{h}{\tau_c}-1+e^{-h/\tau_c}\right).
\end{equation}
Free decay has $\chi=J(T)$. For $T\ll\tau_c$ this is $b^2T^2/2$, the frozen limit. With $b=10^6$ rad/s and $\tau_c=100\ \mu$s, both chosen as round model values, solving $\chi=1$ numerically gives $1.418\ \mu$s, close to the frozen value $\sqrt2/b=1.414\ \mu$s.

\subsection{The Hahn echo}

Put $h=T/2$ and $q=e^{-h/\tau_c}$. Each half contributes $J(h)$. The two cross terms are equal, which cancels the prefactor $\frac12$, and they carry the sign $-1$:
\begin{equation}
-b^2\int_h^{2h}e^{-t/\tau_c}dt\int_0^he^{t'/\tau_c}dt'
=-b^2\tau_c^2\,q(1-q)\,\frac{1-q}{q}=-b^2\tau_c^2(1-q)^2 .
\end{equation}
Adding $2J(h)$ and using $2h=T$,
\begin{equation}
\chi_1=b^2\tau_c^2\left[\frac{T}{\tau_c}-3+4e^{-T/2\tau_c}-e^{-T/\tau_c}\right].
\label{eq:echo}
\end{equation}
Let $x=T/\tau_c$ and expand:
\begin{align}
4e^{-x/2}&=4-2x+\frac{x^2}{2}-\frac{x^3}{12}+\frac{x^4}{96}-\cdots,\\
e^{-x}&=1-x+\frac{x^2}{2}-\frac{x^3}{6}+\frac{x^4}{24}-\cdots .
\end{align}
The constant, linear and quadratic terms cancel. The cubic coefficient is $-\frac1{12}+\frac16=\frac1{12}$, and the quartic one is $\frac1{96}-\frac1{24}=-\frac1{32}$. Therefore
\begin{equation}
\boxed{W=\exp\left[-\frac{b^2T^3}{12\tau_c}\left(1-\frac{3T}{8\tau_c}+\cdots\right)\right],\qquad T\ll\tau_c .}
\end{equation}
In the opposite limit $\chi_1\to b^2\tau_c^2(T/\tau_c-3)$, and the decay is exponential in $T$.

The cubic form describes the main part of the decay only if $T_2\ll\tau_c$. Setting the leading exponent to one,
\begin{equation}
T_2\simeq\left(\frac{12\tau_c}{b^2}\right)^{1/3},\qquad
\frac{T_2}{\tau_c}\simeq\left[\frac{12}{(b\tau_c)^2}\right]^{1/3},
\end{equation}
so the noise must be slow and strong, $b\tau_c\gg1$. In the example $b\tau_c=100$ and
\begin{equation}
T_2\simeq\left(\frac{12\times10^{-4}\ \mathrm{s}}{10^{12}\ \mathrm{s}^{-2}}\right)^{1/3}
=(1.2\times10^{-15}\ \mathrm{s}^3)^{1/3}=10.63\ \mu\mathrm{s}.
\end{equation}
The first correction lengthens this by the relative amount $T_2/(8\tau_c)$, because $T^3(1-3T/8\tau_c)$ must stay fixed. That gives $10.77\ \mu$s, which is also the value found by solving $\chi=1$ with the double integral evaluated by Gauss-Legendre quadrature. At $T=10\ \mu$s the integral gives $W=0.448$ and the cubic law $0.435$.

\subsection{CPMG as a chain of triangles}

For general $N$ it pays to integrate $y$ once. Let $g(t)=\int_0^ty(t')dt'$. With CPMG timing $g(0)=g(T)=0$, so integration by parts leaves no boundary term:
\begin{equation}
Y(\omega)=\int_0^Tg'(t)e^{i\omega t}dt=-i\omega G(\omega),\qquad |Y|^2=\omega^2|G|^2,
\end{equation}
where $G$ is the Fourier integral of $g$. Move the factor $\omega^2$ to the spectrum:
\begin{equation}
\omega^2S=\frac{2b^2}{\tau_c}\,\frac{\omega^2\tau_c^2}{1+\omega^2\tau_c^2}
=\frac{2b^2}{\tau_c}\left[1-\frac{1}{1+\omega^2\tau_c^2}\right]=\frac{2b^2}{\tau_c}-\frac{S}{\tau_c^2}.
\end{equation}
Insert this in Eq.~\eqref{eq:recall}. Parseval's relation turns the constant into $\int g^2dt$, and the second term has the same structure as the original $\chi$ with $y$ replaced by $g$:
\begin{equation}
\chi=\frac{b^2}{\tau_c}\int_0^Tg^2dt-\frac{1}{2\tau_c^2}\iint_0^Tg(t)g(t')C(t-t')\,dt\,dt' .
\label{eq:identity}
\end{equation}
The subtracted double integral is the variance of $\int g\beta\,dt$, so it cannot be negative.

In each cell $g$ rises from zero to height $\tau/2$ and returns, with alternating sign from cell to cell. One triangle contributes $2\int_0^{\tau/2}u^2du=\tau^3/12$, and $N$ of them give $T\tau^2/12$. Hence
\begin{equation}
\chi\le\frac{b^2T\tau^2}{12\tau_c}=\frac{b^2T^3}{12N^2\tau_c}
\label{eq:bound}
\end{equation}
for any $T$ and $N\ge1$. The right side is an upper bound in general. It is also a good approximation when $\tau\ll\tau_c$, as the size of the subtracted term will show. For $N=1$ it is the cubic echo law.

\subsection{Summing the cells}

Put $a=\tau/\tau_c$ and redefine $q=e^{-a/2}$. Each cell by itself is an echo of length $\tau$, so by Eq.~\eqref{eq:echo} the diagonal terms sum to $b^2\tau_c^2N(a-3+4q-q^2)$.

For two cells $m$ places apart, the later one supplies $\tau_c[(1-q)-(q-q^2)]=\tau_c(1-q)^2$. The earlier one supplies
\begin{equation}
\tau_c\left[\left(\frac1q-1\right)-\left(\frac1{q^2}-\frac1q\right)\right]=-\tau_c\frac{(1-q)^2}{q^2}.
\end{equation}
Their separation gives $q^{2m}$ and their relative sign $(-1)^m$. There are $N-m$ such pairs. With $r=-q^2$ the pair terms sum to $b^2\tau_c^2(1-q)^4\Sigma$, where
\begin{equation}
\Sigma=\sum_{m=1}^{N-1}(N-m)r^{m-1}=\sum_{n=0}^{N-1}\frac{1-r^n}{1-r}
=\frac{N}{1+q^2}-\frac{1-(-q^2)^N}{(1+q^2)^2}.
\end{equation}
The second form follows because $r^{m-1}$ occurs in the partial sums with $n=m,\dots,N-1$, which is $N-m$ times.

Collect the terms proportional to $N$. Since
\begin{equation}
(-3+4q-q^2)(1+q^2)+(1-q)^4=-2+2q^2 ,
\end{equation}
they give $a-2(1-q^2)/(1+q^2)=a-2\tanh(a/2)$. In the remaining term $(1-q)^2/(1+q^2)=1-2q/(1+q^2)=1-\operatorname{sech}(a/2)$. The result is
\begin{equation}
\frac{\chi}{b^2\tau_c^2}=N\left[a-2\tanh\frac a2\right]
-\left[1-\operatorname{sech}\frac a2\right]^2\left[1-(-1)^Ne^{-T/\tau_c}\right].
\label{eq:closed}
\end{equation}
For small $a$ the first bracket is $a^3/12-a^5/120+\cdots$ and the squared bracket is $a^4/64+\cdots$. Relative to the leading term,
\begin{equation}
\chi\simeq\frac{b^2T^3}{12N^2\tau_c}\left\{1-\frac{a^2}{10}-\frac{3a}{16N}\left[1-(-1)^Ne^{-T/\tau_c}\right]\right\}.
\end{equation}
The condition is $\tau\ll\tau_c$; the total time may exceed $\tau_c$. For even $N$ and $T\ll\tau_c$ the last bracket is small, so an even sequence lies closer to the leading law than the echo does.

\subsection{How $T_2$ grows with the number of pulses}

Setting the leading exponent to one gives
\begin{equation}
\boxed{T_2(N)\simeq\left(\frac{12\tau_c}{b^2}\right)^{1/3}N^{2/3},\qquad N\gg\frac{12}{(b\tau_c)^2}.}
\end{equation}
The condition is $\tau\ll\tau_c$ evaluated at $T_2$, where $(\tau/\tau_c)^3=12/[N(b\tau_c)^2]$. Slow, strong noise meets it from $N=1$ on. For the example, the quadrature of the double integral and the law give:
\begin{center}
\begin{tabular}{rcc}
$N$ & integral ($\mu$s) & law ($\mu$s)\\
1 & 10.77 & 10.63\\
4 & 26.79 & 26.78\\
16 & 67.48 & 67.47\\
64 & 170.03 & 170.03
\end{tabular}
\end{center}
A direct simulation treats the same case without using $\chi$. In it 40\,000 spins precess in sampled noise with a static splitting of $3\times10^7$ rad/s, and their amplitudes are exchanged at each pulse. At the respective $T_2$ it gives $W=0.370$ for $N=1$ and $0.366$ for $N=4$, against $e^{-1}=0.368$. The statistical error is about $0.003$.

The cubic dependence on $T$ holds at fixed $N$ while $T/N\ll\tau_c$. If instead $\tau$ is fixed and pulses are added as $T$ grows, the decay is nearly exponential; for $\tau\ll\tau_c$, where the bound \eqref{eq:bound} is nearly reached, $\chi\simeq(b^2\tau^2/12\tau_c)T$.

For fast noise the growth starts late. Take $\tau_c=0.1\ \mu$s with the same $b$, so that $b\tau_c=0.1$ and $12/(b\tau_c)^2=1200$. While $\tau\gg\tau_c$, Eq.~\eqref{eq:closed} reduces to $b^2\tau_c^2(T/\tau_c-2N-1)$, and
\begin{equation}
T_2\simeq\frac{1}{b^2\tau_c}+(2N+1)\tau_c .
\end{equation}
This is $10.0+0.3=10.3\ \mu$s for one pulse and $12.1\ \mu$s for ten. Solving $\chi=1$ with Eq.~\eqref{eq:closed}, the local exponent between $N$ and $2N$ is $0.03$ at $N=1$, $0.56$ at $N=100$ and $0.662$ at $N=10^4$.

\subsection{What the two powers depend on}

For many pulses $\chi\simeq T\sum_{k\,\mathrm{odd}}(4/\pi^2k^2)S(k\pi/\tau)$. When $\tau\ll\tau_c$, all these frequencies lie in the tail $S\simeq2b^2/(\tau_c\omega^2)$, and
\begin{equation}
\chi\simeq\frac{8b^2T\tau^2}{\pi^4\tau_c}\sum_{k\,\mathrm{odd}}\frac1{k^4}
=\frac{8b^2T\tau^2}{\pi^4\tau_c}\,\frac{\pi^4}{96}=\frac{b^2T\tau^2}{12\tau_c},
\end{equation}
as before. The term $k=1$ carries $96/\pi^4=98.6\%$ of it. More generally, a tail $S\propto\omega^{-s}$ with $0<s<3$ gives $\chi\propto T\tau^s=T^{s+1}/N^s$ and $T_2\propto N^{s/(s+1)}$. The two-thirds law belongs to $s=2$. The restriction to $s<3$ is a precaution against a contribution from frequencies below the first peak; it does not mean that the power law for $T_2$ must fail at large $N$ for steeper tails. There $F_N\simeq(\omega\tau)^4R_N/32$, so these frequencies contribute an amount of order $\tau^4\int_0^{\pi/\tau}\omega^2S\,d\omega$. For $s<3$ this scales as $\tau^{s+1}$ and is smaller than $T\tau^s$ by a factor of order $1/N$. It is not simply added to the harmonic sum, because the peak areas were taken over all $\delta$ and already include weight away from the peaks. For a pure power law the net relative correction is at most of order $1/N$ and can have either sign: it is negative for $s=0.5$ and $1.5$, zero for $s=2$, and positive for $s=2.5$. For $s>3$ the low-frequency contribution is set by the low-frequency part of $S$ and need not be small at finite $N$.

That tail reflects the kink of $C$ at $t=0$. Smooth Gaussian noise with $C=b^2e^{-t^2/2\tau_c^2}$ has $\langle\dot\beta^2\rangle=-C''(0)=b^2/\tau_c^2$. Its echo at $T\ll\tau_c$ then follows the drift result, $\chi\simeq b^2T^4/(32\tau_c^2)$. A bath whose field is smooth below some short time will likewise leave the cubic law when $T$ is shorter than that time.

The correlation function alone does not fix the decay either. Let $\beta$ jump between $+b$ and $-b$ at the rate $1/(2\tau_c)$. This telegraph noise has the same $C$ but is not Gaussian. At the echo time $T_2=10.77\ \mu$s of the slow example, no jump occurs with probability $e^{-T_2/2\tau_c}=e^{-0.054}=0.95$, and all those runs refocus. Propagating the two-state average by matrix exponentials gives $W=0.943$, where Gaussian noise gives $0.368$. One strongly coupled fluctuator and a sum of many weak ones can share a spectrum and still produce very different echoes.
